Why glancing-angle growth thins out its columns

Take a film cross-section of 400 touching columns, each 20 nm wide, whose heights differ by only 0.5 nm (root mean square). Deposit 20 nm of material at 75° from the surface normal, half from the left and half from the right. In the model below, 67 columns are still growing at the end, and the other 333 have been cut off from the flux. If the same film gets the same dose at 15°, all 400 are still growing. How can half a nanometre decide the fate of a column forty times as wide, and why does the angle matter so much?

**The model**

The columns stand side by side on a flat base, with fixed width a and heights h_i. The section repeats periodically after N columns. Two equal parallel beams arrive at angle θ from the normal, one travelling to the right and one to the left, as on a substrate switched quickly between two orientations. Every atom sticks. Material caught by a column, on its top or its side, is spread over its top and raises it, and nothing passes between columns. The dose D is the deposited volume per base area, a thickness in nm. I write T = tan θ.

**Who catches which ray**

A ray travelling to the right moves T sideways for each unit it descends. If nothing stopped it, a ray passing through the point (x, z) would reach the base at s = x + Tz, so s labels the ray. Each beam is uniform, so equal intervals of s carry equal flux.

Let x_i be the right edge of column i. The ray that just grazes its top right corner has the label

q_i = x_i + T h_i.

Over column i a descending ray is lowest at the right edge, where its height is (s − x_i)/T. It clears the column if this exceeds h_i, that is, if s > q_i. A ray therefore reaches column i if s exceeds every upstream q_j, and is stopped there if s ≤ q_i. With M_i the largest upstream q_j, the column catches an interval of length

c_i = max(0, q_i − M_i).

The beam travelling to the left obeys the mirror-image rule.

Now add up the catches. Just past column i the largest label so far is max(M_i, q_i) = M_i + c_i, so each catch is one step of a running maximum. After one period all positions have shifted by Na and the heights repeat, so the maximum has risen by Na. Hence

Σ c_i = Na,

whatever the heights are. The columns share a fixed supply, and one column can gain only what others lose.

Raise one column of a flat film by a small δ. Its q rises by Tδ, so it catches Tδ more from each beam. The next column downstream loses Tδ. Each neighbour is downstream for one beam only, so averaged over both beams each loses Tδ/2. For δ = 0.5 nm and T = 3.732 the gain is 1.866 nm on an undisturbed catch of 20 nm, and each loss is 0.933 nm. Following 200,000 individual rays per beam through the columns gave +1.866, −0.934 and −0.933 nm.

**From interception to instability**

During a dose dD each beam delivers dD/2 per unit length of base. Column i receives (dD/2)(c_i^right + c_i^left), spread over a width a:

dh_i/dD = (c_i^right + c_i^left)/(2a).

While every column is exposed to both beams, the nearest upstream neighbour sets M_i, and

c_i^right = q_i − q_(i−1) = a + T(h_i − h_(i−1)),

c_i^left = a + T(h_i − h_(i+1)).

Let y_i = h_i − (h_(i−1) + h_(i+1))/2 be the height of a column above the mean of its two neighbours. The two catches add up to 2a + 2T y_i, so

dh_i/dD = 1 + T y_i/a.

Ordinary diffusion lowers a point that stands above its neighbours. Here the sign is reversed, and such a point rises faster. What counts at this stage is height relative to the neighbours, not absolute height.

To find the growth rates, insert a ripple h_i = h̄ + A cos(ki). Since cos(k(i−1)) + cos(k(i+1)) = 2 cos k cos(ki), we have y_i = (1 − cos k) A cos(ki), and therefore

dA/dD = (T/a)(1 − cos k) A.

The rate is largest at k = π, where tall and short columns alternate. There it is 2T/a = 0.373 per nm, so the ripple grows by a factor e for every 2.68 nm of dose. Long ripples grow slowly, because adjacent columns then hardly differ. At normal incidence T = 0 and no ripple grows: the film thickens evenly.

**When a column is cut off**

For alternating columns the whole history can be solved. Let d be the height difference. The tall column has y = d and the short one y = −d, so their rates are 1 + Td/a and 1 − Td/a. Subtracting them gives

dd/dD = 2Td/a, so d = d0 exp(2TD/a).

The short column stops when its rate reaches zero, at Td = a. Here that means d = 20/3.732 = 5.36 nm. Setting d0 exp(2TD*/a) = a/T and taking the logarithm gives

D* = (a/2T) ln[a/(T d0)].

For d0 = 0.5 nm this is 2.68 × ln(10.7) = 6.36 nm. The initial difference enters only through a logarithm. Halving it delays the cut-off by 2.68 × ln 2 = 1.9 nm, which is why such small differences suffice.

At 15° the tangent is 1/3.732 = 0.268. The fastest ripple then grows over 20 nm by a factor exp(2 × 0.268 × 20/20) = 1.7, while cutting off a touching neighbour takes a difference of 20/0.268 = 75 nm. The film at 15° is unstable too and becomes somewhat rougher, but at this dose its height differences stay far below the 75 nm needed to cut off a touching neighbour.

**Why the population can only shrink**

A column shaded from both beams has a constant height, so its q_i is constant. Heights never decrease, so M_i never decreases either. Once q_i ≤ M_i holds for both beams, it holds for good. A column shaded from one beam only still grows. It can regain the lost beam only if the other beam raises it faster than the column shading it rises, and in the random film below none did. The number of columns that receive any flux therefore never increases. The random film shows the decline:

dose 5 nm: 392 growing
dose 10 nm: 268 growing
dose 15 nm: 148 growing
dose 20 nm: 67 growing

The survivors inherit the supply. Because Σ c_i is fixed and dead columns catch nothing, n growing columns rise at the mean rate N/n. At the end this is 400/67 = 6.0 nm per nm of dose. By then the survivors have grown by 66 nm on average, although the dose is only 20 nm.

The survivors began 0.76 nm above the mean of their neighbours, on average, and the columns that died began 0.15 nm below it. Of the survivors, 93% began as local peaks. The initially tallest column of this film survived, but one film does not make that a rule.

These figures show a correlation. To test the cause, 30 columns that had died by a dose of 8 nm were run again from the start, each with its own height unchanged but its two neighbours lowered by 3 nm. All 30 were still growing at 8 nm. When two columns about 200 places away were lowered instead, none of the 30 was. What killed these columns was the height of their neighbours.

**Does selection continue?**

Suppose the survivors stand at a regular pitch ℓ, with the dead columns between them in full shadow. The distance between successive exposed corners is now ℓ, so alternating tall and short survivors catch ℓ + Td and ℓ − Td from each beam. The difference still obeys dd/dD = 2Td/a, but the cut-off moves to Td = ℓ:

D* = (a/2T) ln[ℓ/(T d0)].

For ℓ = 60 nm and d0 = 0.5 nm this gives 9.30 nm, against 6.36 nm for touching columns. Selection repeats at the wider spacing.

With unequal gaps, let r be the mean of the distances to the two neighbouring survivors, and let y now be the height above the mean of those two survivors. As long as every survivor is exposed to both beams, the same sum of catches gives

dh/dD = (r + T y)/a.

The condition matters. A survivor shaded from one beam still grows, but the formula then fails for it and for the survivor next to it, whose shadow comes from further away. In the random film about half of the survivors at 20 nm are shaded from one beam, so there the general rule for c_i is needed. Where the formula holds, room counts as well as height. A survivor whose y is 1 nm smaller than another's grows just as fast if its r is 3.7 nm larger. "The taller column wins" is therefore not a strict rule. Even at equal spacing the rate depends on y, so a column beside much taller ones can grow more slowly than a shorter column elsewhere.

All this assumes that flux caught on the side walls raises the column. Suppose instead that only flux landing on the top does so, with the width still held fixed. The left corner of the top has the label q_i − a, so the top catches at most the last stretch a of the interval, and c_i is replaced by min(a, c_i). For touching columns the tall one now gets a and the short one a − Td. The difference grows at the rate T/a, half the earlier value, and the cut-off dose doubles to 12.71 nm. Half of the original separation came from the gain of the tall column and half from the starvation of the short one, and starvation alone is enough to start the selection.

Across wide gaps it is not enough to keep small differences growing. At pitch ℓ the short column catches ℓ − Td, which still covers its whole top as long as Td ≤ ℓ − a. Both columns then grow equally fast. At a pitch of 60 nm, a difference of 0.5 nm was still 0.500 nm after a further 20 nm of dose. The random film behaves accordingly, with 272 growing columns at 20 nm, 162 at 150 nm and still 162 at 300 nm. As long as Td ≤ ℓ − a, the flux a taller column takes would have struck its neighbour's side wall, and losing it matters only if side-wall flux helps a column to grow. At a pitch of 60 nm this holds for differences up to 10.7 nm. Beyond that the top of the shorter column loses flux too, and selection resumes.

**What weakens the effect**

Suppose atoms move between neighbouring columns and add a levelling term −2νy_i to dh_i/dD. The ripple rate becomes (T/a − 2ν)(1 − cos k), and small differences grow only if ν < T/(2a), here 0.093 per nm. Strong enough surface transport removes the instability.

A spread of beam angles, symmetric about the normal, also matters. While all columns are exposed to every beam, the growth law is linear in T, so T is replaced by its average weighted by each beam's share of the dose. Cutting a column off completely is harder, since it must be shaded from every direction. A normally incident part gives each column a catch a whatever the heights, so in this model no column then stops, though it can fall far behind.

**Beside real films**

At more grazing angles than 75°, such as 80° or more, T is larger and shadowing in this model is faster. Columns some tens of nanometres wide are realistic, but a film usually begins as smaller nuclei. One assumption clearly broken is fixed width, because real columns broaden as they grow. If every column were twice as wide at the same angle, the e-folding dose would double from 2.7 to 5.4 nm. But a column that broadens more than its neighbours also moves its shading edge outwards, which helps to cut them off. The model leaves this out, so it does not say whether broadening slows or speeds the thinning on balance. Real columns also stand on a surface rather than in a section, so flux can pass beside a tall column and reach those behind it, and atoms arrive at random. The model does not say how far these two effects shift the numbers. Its counts illustrate the mechanism and do not predict the column density of a real film. The full set of values is in the numerical output below.

Computed results

```
column width = 20.0 nm, beam angle = 75.0 deg
tan(theta) = 3.7321
height difference that cuts off a touching neighbour = 5.359 nm
one column raised by 0.50 nm (ray tracing, mean of both beams):
  catch of an undisturbed column = 20.00 nm
  change for raised column = +1.866 nm
  change for left, right neighbour = -0.934, -0.933 nm
fastest ripple growth rate = 0.3732 per nm of dose
dose for e-fold growth of that ripple = 2.679 nm
alternating columns, initial difference 0.50 nm, extinction dose:
  touching, all flux feeds height = 6.36 nm
  touching, only top flux feeds height = 12.71 nm
  pitch 60 nm, all flux feeds height = 9.30 nm
  pitch 60 nm, top flux only: difference after 20 nm = 0.500 nm
random film: 400 columns, rms roughness 0.50 nm, all flux feeds height
  dose (nm), live columns, mean live spacing (nm), mean live growth (nm)
     0   400     20.0      0.0
     5   392     20.4      5.1
    10   268     29.9     12.7
    15   148     54.1     27.9
    20    67    119.4     66.0
initial height minus mean of two neighbours, sorted by fate at 20 nm:
  survivors = +0.762 nm, dead = -0.153 nm
  survivors that began as local peaks = 93 %
  initial height rank of the initially tallest survivor = 1
30 columns dead by 8 nm, rerun with two columns cut by 3 nm:
  alive if the two neighbours are cut = 30
  alive if two distant columns are cut = 0
same film at 15 deg, live columns at 20 nm = 400
same film at the glancing angle, only top flux feeds height:
  live columns at 20, 150, 300 nm = 272, 162, 162
```
